# Maximum impact parameter and area sampling in a random target

## 1. What symmetry fixes

An ion flies in a straight line through a target of atoms placed at random, with $N$ atoms per unit volume. A simulation advances it by free paths of mean length $\lambda$ and lets it collide with one atom per free path. The question is how far from the flight line that atom may lie.

Dimensions alone do not settle this. The dimensionless product $N\lambda^3$ allows any formula $p_{\max}=\lambda\,g(N\lambda^3)$. A symmetry removes the freedom. Stretch the target along the flight direction by a factor $s$, leaving transverse distances alone. Then $\lambda\to s\lambda$ and $N\to N/s$, while every atom keeps its distance from the line and no atom enters or leaves the tube around it. The radius of a tube holding one atom per free path is therefore unchanged, so it can depend only on the invariant product $N\lambda$. This is a number per unit area, and the one length that can be built from it gives

$$p_{\max}=\frac{K}{\sqrt{N\lambda}} .$$

Counting atoms will give the pure number $K=1/\sqrt{\pi}$. Symmetry also fixes the sampling rule: no point of the transverse plane is preferred, so equal areas must be equally likely.

## 2. Assumptions and conventions

The atoms are placed independently and uniformly. Collisions are classical, elastic and binary, and the struck atom starts at rest. Energy loss to electrons is left out. The impact parameter $p$ is the distance between the incoming flight line and the atom's initial position. The tubes before and after a deflection overlap near the bend; this overlap is ignored.

The algebra holds in any consistent units. Numbers are in eV and Å, with two also given in atomic units.

## 3. Counting atoms in a tube

A tube of radius $p$ and length $\lambda$ has volume $\pi p^2\lambda$. The mean number of atoms inside is

$$m=\pi p^2\lambda N .$$

For the full distribution, let $M$ atoms be scattered over a large volume $\Omega$, with $M/\Omega=N$. Each lies in the tube with probability $q=\pi p^2\lambda/\Omega=m/M$. The probability of finding $k$ there is

$$P(k)=\frac{M(M-1)\cdots(M-k+1)}{k!}\left(\frac mM\right)^k\left(1-\frac mM\right)^{M-k}.$$

Let $M$ grow at fixed $N$. The $k$ factors $M(M-1)\cdots(M-k+1)$ divided by $M^k$ tend to 1, and the last bracket tends to $e^{-m}$. Hence

$$P(k)=\frac{m^k}{k!}e^{-m},$$

the Poisson distribution. The same limit for two separate regions gives a product of two such factors, so their counts are independent.

One collision per free path, on average, means $m=1$:

$$\pi p_{\max}^2\lambda N=1
\quad\Longrightarrow\quad
\boxed{p_{\max}=\frac{1}{\sqrt{\pi N\lambda}}}.$$

The words "on average" matter. With $m=1$,

$$P(0)=e^{-1}\approx0.368,\qquad P(k>1)=1-P(0)-P(1)=1-2e^{-1}\approx0.264 .$$

More than a third of all such tubes are empty, and about a quarter hold several atoms. A count over explicitly placed atoms gave 0.368 and 0.265.

Nor is $p_{\max}$ a range of the force. It is a cutoff that follows from the chosen $\lambda$. Atoms farther out exist and are omitted, which is harmless only if together they take little energy. For the common-sense choice $\lambda=N^{-1/3}$, the tube's cross section is $\pi p_{\max}^2=N^{-2/3}$, the area of one face of a cube that holds one atom on average.

## 4. The uniform-area rule

Given that an atom lies in the tube, its chance of being within $p$ of the axis is the ratio of two areas:

$$F(p)=\frac{\pi p^2}{\pi p_{\max}^2}=\frac{p^2}{p_{\max}^2},\qquad
f(p)=\frac{dF}{dp}=\frac{2p}{p_{\max}^2}.$$

The factor $p$ in the density $f$ is the growing circumference of a ring. To draw from this law, take $u$ uniform on $(0,1)$ and set $F(p)=u$:

$$\boxed{p=p_{\max}\sqrt u}.$$

The check is direct: $p_{\max}\sqrt u\le p$ means $u\le p^2/p_{\max}^2$, which has probability $F(p)$. The azimuth of the atom around the flight line is uniform by rotational symmetry, so $\varphi=2\pi u'$ with a second, independent random number.

The mean impact parameter is

$$\langle p\rangle=\int_0^{p_{\max}}p\,\frac{2p}{p_{\max}^2}\,dp=\frac23p_{\max},$$

and the explicitly placed atoms gave $0.6667\,p_{\max}$.

The rule $p=p_{\max}u$ would instead give the constant density $1/p_{\max}$. Its ratio to the correct density is

$$\frac{1/p_{\max}}{2p/p_{\max}^2}=\frac{p_{\max}}{2p}.$$

It favours all collisions with $p<p_{\max}/2$, and most strongly the closest ones, which transfer the most energy.

## 5. The free path that belongs to a random target

The distance to the next atom in the tube exceeds $x$ if a length $x$ is empty. The mean count in that length is $\pi p_{\max}^2Nx=x/\lambda$, so the probability is $P(0)=e^{-x/\lambda}$. This also holds when $x$ is measured from an atom just passed, because the others were placed independently of it. The density of free paths is $e^{-x/\lambda}/\lambda$, and integration by parts gives their mean:

$$\int_0^\infty x\,\frac{e^{-x/\lambda}}{\lambda}\,dx
=\Big[-x\,e^{-x/\lambda}\Big]_0^\infty+\int_0^\infty e^{-x/\lambda}\,dx=\lambda .$$

A free path is drawn as $\ell=-\lambda\ln u''$, since $\ell>x$ means $u''<e^{-x/\lambda}$. With this choice the simulated collisions have the statistics of the random target for all $p<p_{\max}$ along a straight path. Steps of fixed length $\lambda$ with one collision each are a different model. The next two parts show what they preserve and what they change.

## 6. Mean energy loss

Let $T(p)$ be the energy given to the struck atom. The sampling rule gives a mean transfer per collision

$$\langle T\rangle=\int_0^{p_{\max}}T(p)\frac{2p}{p_{\max}^2}\,dp .$$

Substitute $1/p_{\max}^2=\pi N\lambda$ and divide by $\lambda$, since there is one collision per $\lambda$ on average:

$$\frac{\langle T\rangle}{\lambda}=N\int_0^{p_{\max}}T(p)\,2\pi p\,dp .$$

The integral is the stopping cross section up to the cutoff. The free path has cancelled everywhere except in the upper limit. As far as the mean loss is concerned, $\lambda$ may thus be chosen for convenience as long as the tail beyond $p_{\max}$ is negligible. Both fixed and exponential steps give this mean, at fixed ion energy.

## 7. Spread of the energy loss

Let $W$ be the sum of the transfers over a length containing $\nu$ collisions on average, again at fixed ion energy. For a given number $k$ of collisions, squaring the sum produces $k$ squares and $k(k-1)$ products of independent transfers:

$$\langle W^2\rangle_k=k\langle T^2\rangle+k(k-1)\langle T\rangle^2 .$$

In the random target $k$ is Poisson distributed with mean $\nu$, and

$$\langle k(k-1)\rangle=\sum_{k\ge2}\frac{\nu^k e^{-\nu}}{(k-2)!}=\nu^2 .$$

Subtracting $\langle W\rangle^2=\nu^2\langle T\rangle^2$ leaves

$$\mathrm{Var}_{\rm random}=\nu\langle T^2\rangle .$$

With fixed steps, $k=\nu$ is a fixed integer, and the variances of independent transfers add:

$$\mathrm{Var}_{\rm fixed}=\nu\left(\langle T^2\rangle-\langle T\rangle^2\right),\qquad
\frac{\mathrm{Var}_{\rm fixed}}{\mathrm{Var}_{\rm random}}=1-\frac{\langle T\rangle^2}{\langle T^2\rangle}.$$

Fixed steps remove the fluctuation in the number of collisions. This matters little when rare, hard collisions dominate $\langle T^2\rangle$, and much when typical transfers are comparable with one another.

## 8. A force law that can be solved

To judge the cutoff we need a definite $T(p)$. Take the repulsive potential $V(r)=C/r^2$, with $C>0$. Let $M_1$ and $M_2$ be the masses of ion and atom, $v$ the ion's speed, $E=\tfrac12M_1v^2$ its energy and $\mu=M_1M_2/(M_1+M_2)$ the reduced mass. The energy of relative motion is

$$E_{\rm cm}=\tfrac12\mu v^2=\frac{M_2}{M_1+M_2}E .$$

**Deflection.** The relative angular momentum is $L=\mu vp$, so $L^2=2\mu E_{\rm cm}p^2$. Energy conservation reads

$$\frac12\mu\dot r^2+\frac{L^2}{2\mu r^2}+\frac{C}{r^2}=E_{\rm cm}.$$

The last two terms on the left have the same form. They combine into $L'^2/(2\mu r^2)$ with $L'^2=L^2+2\mu C$. The distance $r(t)$ is therefore that of a free particle with angular momentum $L'$. A free particle moves on a straight line and sweeps a total angle $\pi$ at the rate $L'/(\mu r^2)$. The real particle has the same $r(t)$ but turns at the rate $L/(\mu r^2)$, so it sweeps $\pi L/L'$. The deflection is the shortfall from $\pi$:

$$\theta=\pi\left(1-\frac L{L'}\right)=\pi\left(1-\frac{p}{\sqrt{p^2+c^2}}\right),\qquad c^2=\frac{C}{E_{\rm cm}}.$$

**Energy transfer.** The centre of mass moves at $V_{\rm c}=M_1v/(M_1+M_2)$. In its frame the atom arrives with speed $V_{\rm c}$ and leaves with the same speed, its velocity turned by $\theta$. The change of a vector of length $V_{\rm c}$ turned by $\theta$ has length $2V_{\rm c}\sin(\theta/2)$. Since the atom started at rest in the laboratory, this is its final laboratory speed. Therefore

$$T=\frac12M_2\,4V_{\rm c}^2\sin^2\frac\theta2
=T_m\sin^2\frac\theta2,\qquad
T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E .$$

A head-on collision, $p=0$, has $\theta=\pi$ and $T=T_m$. Integrating Newton's equations for both particles confirmed $T(p)$ at four impact parameters.

## 9. How much the cutoff omits

For $p\gg c$, expand $p/\sqrt{p^2+c^2}=(1+c^2/p^2)^{-1/2}\approx1-c^2/(2p^2)$. Then

$$\theta\approx\frac{\pi c^2}{2p^2},\qquad
T\approx T_m\left(\frac\theta2\right)^2=T_m\frac{\pi^2c^4}{16p^4}.$$

The omitted part of the stopping cross section is, to leading order,

$$\int_{p_{\max}}^\infty T\,2\pi p\,dp
\approx\frac{\pi^3T_mc^4}{8}\int_{p_{\max}}^\infty\frac{dp}{p^3}
=\frac{\pi^3T_mc^4}{16p_{\max}^2}
=\frac{\pi^4}{16}T_mN\lambda c^4 .$$

This leading term is proportional to $\lambda$: while the omission is small, halving the free path roughly halves it and doubles the number of collisions to be computed.

The next term shows when this estimate can be trusted. With $x=c^2/p^2$, the expansion $1-(1+x)^{-1/2}=\tfrac x2(1-\tfrac34x+\cdots)$ multiplies $T$ by $1-\tfrac32x$. The correction from $\sin^2$ is of order $x^2$ and does not enter here. Since

$$\int_{p_{\max}}^\infty\frac{dp}{p^3}=\frac1{2p_{\max}^2},\qquad
\int_{p_{\max}}^\infty\frac{c^2\,dp}{p^5}=\frac{c^2}{4p_{\max}^4},$$

the omitted cross section acquires the factor

$$1-\frac32\,\frac{c^2/(4p_{\max}^4)}{1/(2p_{\max}^2)}=1-\frac34\frac{c^2}{p_{\max}^2}.$$

The leading estimate is slightly too large, and it fails once $p_{\max}$ is comparable with $c$.

The energy dependence follows from scaling. With $p=cy$, the full stopping cross section is $T_mc^2$ times a pure number. In this model the omitted fraction is therefore proportional to $N\lambda c^2=N\lambda C/E_{\rm cm}$ at leading order. A free path adequate for a fast ion can then become too long as the ion slows. For this force law, keeping the fraction steady requires $\lambda\propto E$, with $p_{\max}$ recalculated whenever $\lambda$ changes. The rule has a limit: $p_{\max}$ and $c$ then both grow as $E^{-1/2}$, and once $c$ is no longer small beside the atomic spacing $N^{-1/3}$ the binary picture itself fails (part 11). Other force laws need not follow this rule.

**A case where no cutoff suffices.** For an unscreened Coulomb force, $V=k/r$, a weakly deflected ion gives the atom the transverse momentum

$$\int_{-\infty}^{\infty}\frac{k\,p}{(p^2+v^2t^2)^{3/2}}\,dt=\frac{2k}{pv},\qquad
T\approx\frac{1}{2M_2}\left(\frac{2k}{pv}\right)^2=\frac{2k^2}{M_2v^2p^2}.$$

The ring between $p_1$ and $p_2$ then contributes $(4\pi k^2/M_2v^2)\ln(p_2/p_1)$, which grows without limit as $p_2\to\infty$. The computed loss would depend on $\lambda$ however small $\lambda$ was made. The method needs a force that falls off fast enough, as screening by the electrons provides for neutral atoms.

## 10. Worked example

Take the round model parameters $N=0.05$ Å$^{-3}$, $\lambda=2.5$ Å, $E=1000$ eV, masses 10 and 40 u, and $C=32$ eV Å$^2$. They describe no particular material.

**Tube radius.** $\pi N\lambda=\pi\times0.05\times2.5=0.3927$ Å$^{-2}$, so

$$p_{\max}=\frac1{\sqrt{0.3927}}\ \text{Å}=1.596\ \text{Å}\quad(3.016\ \text{bohr}).$$

**Collision scales.** $E_{\rm cm}=\frac{40}{50}\times1000=800$ eV, $c=\sqrt{32/800}=0.200$ Å, and $T_m=\frac{4\times10\times40}{50^2}\times1000=640$ eV.

**One draw.** For $u=0.25$, $p=1.596\times0.5=0.798$ Å. Then $p/\sqrt{p^2+c^2}=0.970$, $\theta=0.0943$ rad and $T=640\sin^2(0.0471)=1.42$ eV. For $u=0.01$, $p=0.160$ Å and $T=199$ eV. Most draws give gentle collisions, and a few give violent ones.

**Mean loss.** The average over the rule is $\langle T\rangle=7.898$ eV, so the loss per length is $7.898/2.5=3.159$ eV/Å, or 0.0614 hartree/bohr. Summing over explicitly placed atoms gave 3.179 eV/Å with an expected statistical error of 0.017 eV/Å. The difference is 1.2 times that error.

**The linear rule.** Using $p=p_{\max}u$ would give a mean transfer of 56.3 eV, too large by a factor of 7.1. At $p=c$ its density is already $1.596/(2\times0.2)=4.0$ times the correct one, and the ratio rises further inward.

**The cutoff.** Relative to the full stopping cross section of this model:

| $\lambda$ (Å) | $p_{\max}$ (Å) | omitted | leading estimate |
|---|---|---|---|
| 1.0 | 2.523 | 0.0049 | 0.0049 |
| 2.5 | 1.596 | 0.0120 | 0.0122 |
| 10 | 0.798 | 0.0465 | 0.0487 |
| 100 | 0.252 | 0.330 | 0.487 |

At $\lambda=2.5$ Å the omission is 1.2 per cent. At 100 Å a third of the stopping is lost, and the estimate is poor because $p_{\max}$ is only about a quarter larger than $c$.

**The spread.** For $\lambda=2.5$ Å the variance ratio of fixed to random steps is 0.964, a small departure from the random target. For $\lambda=100$ Å it is 0.307. Over 1000 Å the standard deviation is then 814 eV for the random target within the cutoff, and $\sqrt{0.307}\times814=451$ eV for fixed steps. Sampling with exponential steps gave 814.5 eV and the explicitly placed atoms gave 818.0 eV. With $10^5$ windows the relative statistical error is about $1/\sqrt{2\times10^5}$, or 2 eV, so both lie within two errors of the formula.

This second case compares statistics at fixed energy and does not describe a real track. Its mean loss would be $0.670\times3.198\times1000\approx2140$ eV, more than the ion possesses.

## 11. Where the result stops applying

In a real solid, atoms keep a minimum distance from one another. If the flight line is placed without regard to the atoms and the density is uniform on average, the mean count $\pi p^2\lambda N$ survives, and with it the formula for $p_{\max}$. A flight that starts beside the atom just struck does not meet this condition: the neighbours are kept away, and the first stretch of tube holds fewer atoms. For a hard-sphere fluid of this density with diameter 2.0 to 2.5 Å, in the Percus–Yevick approximation, the first 2.5 Å holds about 0.7 to 0.6 atoms instead of 1, and the count returns to about 1 beyond that. The Poisson counts and exponential gaps need not survive, because they used independent positions. The minimum distance also lowers the spread: the same fluid gives about 0.95 of the random-target variance for $\lambda=2.5$ Å, so fixed steps of about one atomic spacing, at 0.964, need not be the worse model of a dense amorphous target. In a crystal, an ion moving along an open channel between rows of atoms can stay away from them for a long distance. Its position is then correlated with theirs, and the uniform-area rule itself fails.

A very short $\lambda$ brings a different difficulty. In the table, $\lambda=1.0$ Å gives $p_{\max}=2.52$ Å, and a sphere of this radius holds $\tfrac43\pi p_{\max}^3N=4p_{\max}/(3\lambda)=3.4$ atoms on average, so several of the encounters that are counted take place at the same time. Treating them one after another is a good approximation for distant, weak encounters, where the path stays nearly straight and each atom receives its own small impulse. Weak here means $p\gg c$. It is not justified if two strong collisions overlap, which depends on $Nc^3$ and not on $\lambda$. At 1000 eV, $c=0.2$ Å is small beside the spacing $N^{-1/3}=2.7$ Å and such overlaps are rare. At 30 eV, $c=1.15$ Å and the nearest atoms no longer act weakly.

The numerical output below lists the values of the worked example, including the remaining draws and the trajectory checks.

## Numbers as computed

```
density N = 0.050 angstrom^-3
mean free path lambda = 2.50 angstrom
ion energy E = 1000.0 eV
ion mass, atom mass = 10.0, 40.0 u
potential strength C = 32.0 eV angstrom^2
centre-of-mass energy = 800.0 eV
largest transfer T_m = 640.0 eV
collision length c = 0.2000 angstrom
pi N lambda = 0.39270 angstrom^-2
p_max = 1.5958 angstrom = 3.0156 bohr
explicit target: mean count per lambda = 0.9997
explicit target: count variance = 0.9980
no atom: seen 0.3680, Poisson 0.3679
more than one: seen 0.2647, Poisson 0.2642
explicit target: mean gap = 2.5007 angstrom
explicit target: mean p/p_max = 0.6667
draws: u, p (angstrom), theta (rad), T (eV)
  0.0001  0.0160  2.89172  630.0624
  0.0100  0.1596  1.18222  198.7625
  0.2500  0.7979  0.09428  1.4210
  0.8100  1.4362  0.03003  0.1442
two-body check: p (angstrom), T trajectory, T formula (eV)
  0.05  551.51761  551.51761
  0.20  126.17604  126.17604
  0.60  4.14950  4.14951
  1.50  0.12151  0.12151
mean transfer per collision = 7.8980 eV
mean loss per length = 3.1592 eV/angstrom = 0.06144 hartree/bohr
explicit atoms: loss per length = 3.1788 eV/angstrom
its expected statistical error = 0.0166 eV/angstrom
faulty rule p=p_max*u: mean transfer = 56.2978 eV
faulty rule / correct rule = 7.128
loss per length without cutoff = 3.1977 eV/angstrom
lambda, p_max (angstrom), kept, omitted, omitted estimate
  1.0  2.5231  0.99515  0.00485  0.00487
  2.5  1.5958  0.98796  0.01204  0.01218
  5.0  1.1284  0.97619  0.02381  0.02437
  10.0  0.7979  0.95346  0.04654  0.04874
  100.0  0.2523  0.67015  0.32985  0.48740
variance ratio fixed/random, lambda 2.5 angstrom = 0.9637
variance ratio fixed/random, lambda 100.0 angstrom = 0.3074
standard deviations over 1000 angstrom, fixed energy:
  random target: formula 814.3 eV, explicit atoms 818.0 eV
  exponential steps: sampled 814.5 eV
  fixed steps: formula 451.5 eV, sampled 451.2 eV
```
